# Two-electron emission from the negative-U Z1/2 centre in 4H-SiC: a numerical check

```python
"""
Two-electron emission from the negative-U carbon vacancy (Z1/2) in 4H-SiC.

Result under test: a vacancy starting as V2- holds, after time t,
    m(t) = (2-r)/(1-r) exp(-e_a t) - r/(1-r) exp(-e_b t),   r = e_a/e_b,
electrons, where e_a is the rate of V2- -> V- + e and e_b of V- -> V0 + e.
For r << 1 this is nearly 2 exp(-e_a t). The capacitance change is
    Delta C/C = -m N_T G/(2 N_D),   G = (x2^2-x1^2)/W^2,
with N_T vacancies and N_D net shallow donors per volume, W the depletion
width, and x1..x2 the region filled by the pulse and emptied afterwards.
Depths D_a, D_b of the levels (-/2-), (0/-) are measured from the conduction
band; U = D_b - D_a. Lengths are in cm, energies in eV, times in s.
Material parameters are rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, curve_fit

q = const.e
k_eV = const.k / const.e
T0 = 300.0
kT = k_eV * T0
D_a, D_b = 0.67, 0.50
sigma_a, sigma_b = 1e-15, 3e-15      # capture by V- and by V0, cm2
mass, valleys = 0.39, 3              # density-of-states mass per valley
eps_r = 9.7
eps = eps_r * const.epsilon_0 / 100  # F/cm
N_D, N_T = 1e15, 1e13                # cm^-3
V_built, V_reverse = 1.5, 10.0
ELECTRONS = np.array([2.0, 1.0, 0.0])
FULL = np.array([1.0, 0.0, 0.0])     # state order: V2-, V-, V0


def band(T):
    """Effective density of states (cm^-3) and thermal speed (cm/s)."""
    m = mass * const.m_e
    Nc = 2 * valleys * (m * const.k * T / (2 * np.pi * const.hbar**2))**1.5
    return Nc * 1e-6, np.sqrt(3 * const.k * T / m) * 100


def emission(T, depth_a, depth_b, s_a, s_b):
    """Emission rates from detailed balance, degeneracies 1, 2, 1."""
    Nc, v = band(T)
    return (2.0 * s_a * v * Nc * np.exp(-depth_a / (k_eV * T)),
            0.5 * s_b * v * Nc * np.exp(-depth_b / (k_eV * T)))


def generator(ea, eb, capture_a=0.0, capture_b=0.0):
    """Rate matrix; the capture arguments are rates per second."""
    return np.array([[-ea, capture_a, 0.0],
                     [ea, -eb - capture_a, capture_b],
                     [0.0, eb, -capture_b]])


def evolve(Q, start, dt, steps):
    """State probabilities at times 0, dt, ..., steps*dt."""
    P = expm(Q * dt)
    out = [np.array(start, float)]
    for _ in range(steps):
        out.append(P @ out[-1])
    return np.array(out)


def held(t, ea, eb, f2=1.0, f1=0.0):
    """Derived electron number per vacancy for initial fractions f2, f1."""
    r = ea / eb
    return (f2 * (2 - r) / (1 - r) * np.exp(-ea * t)
            + (f1 - f2 * r / (1 - r)) * np.exp(-eb * t))


def fit_single(t, y):
    """Best single exponential: amplitude, rate, max residual / y(0)."""
    def model(x, A, rate):
        return A * np.exp(-rate * x)
    scale = t[-1] / 5
    (A, rate), _ = curve_fit(model, t / scale, y / y[0], p0=(1.0, 1.0))
    residual = np.max(np.abs(model(t / scale, A, rate) - y / y[0]))
    return A * y[0], rate / scale, residual


# --- sequential emission: matrix exponential and random emission times ---
for ea, eb in [(0.3, 1.0), (1.0, 0.2), (2.0, 1.0)]:
    path = evolve(generator(ea, eb), FULL, 0.05, 200) @ ELECTRONS
    times = 0.05 * np.arange(201)
    assert np.allclose(path, held(times, ea, eb), atol=1e-10)
rng = np.random.default_rng(7)
first = rng.exponential(1 / 0.3, 200000)
second = first + rng.exponential(1.0, 200000)
for t in (0.5, 2.0, 6.0):
    counted = np.mean((first > t).astype(float) + (second > t))
    assert abs(counted - held(t, 0.3, 1.0)) < 0.012   # over five std errors

# --- largest departure from the pure two-electron exponential ---
times = 0.01 * np.arange(1501)
states = evolve(generator(0.3, 1.0), FULL, 0.01, 1500)
excess = states @ ELECTRONS - 2 * np.exp(-0.3 * times)
assert excess.min() > -1e-10
assert abs(excess.max() - 0.3**(1 / 0.7)) < 1e-4

# --- independent equivalent electrons: U = 0, capture slots 1 and 2 ---
ea0, eb0 = emission(T0, 0.6, 0.6, 1e-15, 2e-15)
path = evolve(generator(ea0, eb0), FULL, 0.1 / eb0, 50) @ ELECTRONS
assert np.allclose(path, 2 * np.exp(-0.1 * np.arange(51)), atol=1e-10)

# --- rates of the example and detailed balance ---
Nc, v = band(T0)
c_a, c_b = sigma_a * v, sigma_b * v
e_a, e_b = emission(T0, D_a, D_b, sigma_a, sigma_b)
r = e_a / e_b
U = D_b - D_a
assert np.isclose(e_b / e_a, c_b / (4 * c_a) * np.exp(-U / kT), rtol=1e-10)


def gibbs(n):
    """Equilibrium fractions at free-electron density n."""
    y = n / Nc
    w = np.array([y**2 * np.exp((D_a + D_b) / kT),
                  2 * y * np.exp(D_b / kT), 1.0])
    return w / w.sum()


D_mean = (D_a + D_b) / 2
n_cross = Nc * np.exp(-D_mean / kT)
for n in (0.3 * n_cross, n_cross, 3 * n_cross):
    late = expm(generator(e_a, e_b, c_a * n, c_b * n) * 100.0) @ FULL
    assert np.allclose(late, gibbs(n), atol=1e-7)
cross = gibbs(n_cross)
assert abs(cross[0] - cross[2]) < 1e-10
assert np.isclose(cross[1] / cross[0], 2 * np.exp(U / (2 * kT)))

# --- near-single exponential and the opposite ordering of levels ---
t_grid = np.linspace(0, 5 / e_a, 401)
signal = evolve(generator(e_a, e_b), FULL, t_grid[1], 400) @ ELECTRONS
A_fit, rate_fit, residual_steps = fit_single(t_grid, signal)
assert abs(A_fit - 2) < 2 * r and abs(rate_fit / e_a - 1) < 2 * r
assert residual_steps < 2 * r
ea_pos, eb_pos = emission(T0, D_b, D_a, sigma_a, sigma_b)
t_mid = 1 / np.sqrt(ea_pos * eb_pos)
plateau = ELECTRONS @ expm(generator(ea_pos, eb_pos) * t_mid) @ FULL
assert abs(plateau - 1) < 0.05

# --- activation energy read from fitted transients ---
T_pair = np.array([290.0, 310.0])
fitted = []
for T in T_pair:
    ea, eb = emission(T, D_a, D_b, sigma_a, sigma_b)
    grid = np.linspace(0, 5 / ea, 401)
    y = evolve(generator(ea, eb), FULL, grid[1], 400) @ ELECTRONS
    fitted.append(fit_single(grid, y)[1])
log_rate = np.log(np.array(fitted) / T_pair**2)
D_fit = -k_eV * (log_rate[1] - log_rate[0]) / (1 / T_pair[1] - 1 / T_pair[0])
assert abs(D_fit - D_a) < 0.002 and abs(D_fit - D_mean) > 0.05

# --- short filling pulse starting from V0 ---
n_bulk = N_D - 2 * N_T
pulse = 20e-9
k_a, k_b = c_a * n_bulk, c_b * n_bulk
filled = expm(generator(e_a, e_b, k_a, k_b) * pulse) @ np.array([0, 0, 1.0])
f1_formula = k_b / (k_a - k_b) * (np.exp(-k_b * pulse) - np.exp(-k_a * pulse))
assert abs(filled[1] - f1_formula) < 1e-4
slow_amp = filled[0] * (2 - r) / (1 - r)
fast_amp = filled[1] - filled[0] * r / (1 - r)
for t in (0.2 / e_b, 2 / e_b, 1 / e_a):
    direct = ELECTRONS @ expm(generator(e_a, e_b) * t) @ filled
    assert abs(direct - held(t, e_a, e_b, filled[0], filled[1])) < 1e-9
unfilled = 1 - gibbs(n_bulk)[0]


# --- capacitance from piecewise integration of Poisson's equation ---
def poisson(W, x1, x2, m, traps):
    """Voltage drop and contact field for m electrons per trap in x1..x2."""
    field, drop = 0.0, 0.0
    for length, density in ((W - x2, N_D - 2 * traps),
                            (x2 - x1, N_D - m * traps), (x1, N_D)):
        new = field + q * density * length / eps
        drop += 0.5 * (field + new) * length
        field = new
    return drop, field


def diode(traps):
    """Widths, boundaries and relative capacitance change for m = 2, 1."""
    n = N_D - 2 * traps
    bend = D_mean - kT * np.log(Nc / n)
    lam = np.sqrt(2 * eps * bend / (q * n))
    V_low, V_high = V_built - kT, V_built + V_reverse - kT

    def steady(V):
        return brentq(lambda W: poisson(W, 0, W - lam, 0, traps)[0] - V,
                      1.001 * lam, 1e-2, xtol=1e-15, rtol=1e-13)
    W_low, W_high = steady(V_low), steady(V_high)
    x1, x2 = W_low - lam, W_high - lam
    change = []
    for m in (2.0, 1.0):
        W = brentq(lambda w: poisson(w, x1, x2, m, traps)[0] - V_high,
                   x2, 2 * W_high, xtol=1e-15, rtol=1e-13)
        change.append(W_high / W - 1)
    return W_low, W_high, lam, x1, x2, change


W_low, W, lam, x1, x2, change = diode(N_T)
G = (x2**2 - x1**2) / W**2
linear = -N_T * G / N_D
assert abs(change[0] / linear - 1) < 0.03       # first order in N_T/N_D
assert abs(change[0] / change[1] - 2) < 0.03
_, W_s, _, x1_s, x2_s, change_s = diode(N_T / 100)
linear_s = -(N_T / 100) * (x2_s**2 - x1_s**2) / W_s**2 / N_D
assert abs(change_s[0] / linear_s - 1) < 0.001
N_two = N_D * abs(change[0]) / G
N_one = 2 * N_two
N_no_edge = N_D * abs(change[0])
assert abs(N_two / N_T - 1) < 0.03

# --- neglected recapture in the electron tail at the depletion edge ---
x = np.linspace(x1, W, 801)
n_x = n_bulk * np.exp(-q * n_bulk * (W - x)**2 / (2 * eps * kT))
edge_t = np.linspace(0, 5 / e_a, 101)
moments = []
for n in n_x:
    Q = generator(e_a, e_b, c_a * n, c_b * n)
    path = evolve(Q, FULL, edge_t[1], 100) @ ELECTRONS
    moments.append(path - ELECTRONS @ gibbs(n))
edge_signal = trapezoid(np.array(moments) * x[:, None], x, axis=0)
edge_amp = edge_signal[0] / (x2**2 - x1**2)
_, edge_rate, edge_residual = fit_single(edge_t, edge_signal)
assert abs(edge_amp - 1) < 0.03 and abs(edge_rate / e_a - 1) < 0.05

# --- other neglected effects ---
split = 0.02
ratio_sites = np.exp(split / kT)
two_sites = np.exp(-e_a * t_grid) + np.exp(-e_a * ratio_sites * t_grid)
residual_sites = fit_single(t_grid, two_sites)[2]
assert residual_sites > residual_steps
field = poisson(W, x1, x2, 0, N_T)[1]
tau = const.hbar / (2 * const.k * T0)
m_tunnel = 0.33 * const.m_e
tunnel = np.expm1((q * field * 100)**2 * tau**3 / (3 * m_tunnel * const.hbar))
donor_depth = 0.12
neutral_ratio = 2 * n_bulk / Nc * np.exp(donor_depth / kT)
neutral = neutral_ratio / (1 + neutral_ratio)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Temperature", T0, "K")
print(f"Depths D_a, D_b, mean: {D_a:.3f}, {D_b:.3f}, {D_mean:.3f} eV")
show("U", U, "eV")
print(f"Cross sections V-, V0: {sigma_a:.1e}, {sigma_b:.1e} cm2")
print(f"DOS mass per valley, valleys: {mass} m_e, {valleys}")
print(f"N_c, thermal speed: {Nc:.3e} cm^-3, {v:.3e} cm/s")
show("e_a (V2- to V-)", e_a, "1/s")
show("e_b (V- to V0)", e_b, "1/s")
show("r = e_a/e_b", r)
print(f"Lifetimes 1/e_a, 1/e_b: {1e3/e_a:.1f}, {1e3/e_b:.3f} ms")
print(f"Exact amplitudes: {(2-r)/(1-r):.5f}, {-r/(1-r):.5f} electrons")
show("Largest excess over 2exp(-e_a t)", r**(1/(1-r)), "electrons")
print(f"Single fit amplitude: {A_fit:.5f} electrons")
print(f"Single fit rate / e_a: {rate_fit/e_a:.5f}")
show("Single fit max residual", 100*residual_steps, "% of start", 3)
print(f"Activation energy from fits at 290, 310 K: {D_fit:.4f} eV")
show("V- fraction at V2-/V0 crossing", cross[1])
show("Swapped levels: e_a", ea_pos, "1/s")
show("Swapped levels: e_b", eb_pos, "1/s")
print(f"Swapped levels: held at {1e3*t_mid:.2f} ms: {plateau:.4f} electrons")
show("Short pulse", pulse*1e9, "ns")
print("Short pulse V2-, V-, V0: " + ", ".join(f"{f:.4f}" for f in filled))
print(f"Short pulse slow, fast: {slow_amp:.4f}, {fast_amp:.4f} electrons")
show("Long pulse fraction not V2-", unfilled, "", 3)
print(f"N_D, N_T: {N_D:.1e}, {N_T:.1e} cm^-3")
print(f"Built-in voltage, reverse bias: {V_built}, {V_reverse} V")
show("Relative permittivity", eps_r)
print(f"Depletion width at 0 V, reverse: {W_low*1e4:.3f}, {W*1e4:.3f} um")
print(f"Edge layer, x1, x2: {lam*1e4:.3f}, {x1*1e4:.3f}, {x2*1e4:.3f} um")
show("G", G)
show("Final capacitance per area", eps/W*1e9, "nF/cm2")
print(f"Delta C/C, Poisson: {100*change[0]:.4f} %")
print(f"Delta C/C, linear formula: {100*linear:.4f} %")
print(f"Delta C/C with one electron held: {100*change[1]:.4f} %")
print(f"N_T from two-electron reading: {N_two:.4e} cm^-3")
print(f"N_T from one-electron reading: {N_one:.4e} cm^-3")
print(f"N_T two-electron, G set to 1: {N_no_edge:.4e} cm^-3")
print(f"Edge recapture: amplitude factor {edge_amp:.4f}")
print(f"Edge recapture: fitted rate / e_a {edge_rate/e_a:.4f}")
show("Edge recapture: max residual", 100*edge_residual, "% of start", 3)
print(f"Assumed site split: {split} eV, rate ratio {ratio_sites:.3f}")
show("Site split: max residual", 100*residual_sites, "% of start", 3)
show("Field at contact", field*1e-6, "MV/cm", 3)
show("Tunnelling rate increase, estimate", 100*tunnel, "%", 2)
print(f"Neutral donors at depth {donor_depth} eV: {100*neutral:.2f} %")
show("Degeneracy measure n/N_c", n_bulk/Nc, "", 3)
print("finished without a failed check")
```

It prints:

```
Temperature: 300 K
Depths D_a, D_b, mean: 0.670, 0.500, 0.585 eV
U: -0.17 eV
Cross sections V-, V0: 1.0e-15, 3.0e-15 cm2
DOS mass per valley, valleys: 0.39 m_e, 3
N_c, thermal speed: 1.834e+19 cm^-3, 1.870e+07 cm/s
e_a (V2- to V-): 3.808 1/s
e_b (V- to V0): 2049 1/s
r = e_a/e_b: 0.001858
Lifetimes 1/e_a, 1/e_b: 262.6, 0.488 ms
Exact amplitudes: 2.00186, -0.00186 electrons
Largest excess over 2exp(-e_a t): 0.001836 electrons
Single fit amplitude: 2.00177 electrons
Single fit rate / e_a: 0.99995
Single fit max residual: 0.0885 % of start
Activation energy from fits at 290, 310 K: 0.6700 eV
V- fraction at V2-/V0 crossing: 0.03599
Swapped levels: e_a: 2733 1/s
Swapped levels: e_b: 2.856 1/s
Swapped levels: held at 11.32 ms: 0.9692 electrons
Short pulse: 20 ns
Short pulse V2-, V-, V0: 0.1268, 0.5402, 0.3330
Short pulse slow, fast: 0.2539, 0.5400 electrons
Long pulse fraction not V2-: 2.08e-07
N_D, N_T: 1.0e+15, 1.0e+13 cm^-3
Built-in voltage, reverse bias: 1.5, 10.0 V
Relative permittivity: 9.7
Depletion width at 0 V, reverse: 1.266, 3.518 um
Edge layer, x1, x2: 0.601, 0.665, 2.917 um
G: 0.6516
Final capacitance per area: 2.441 nF/cm2
Delta C/C, Poisson: -0.6583 %
Delta C/C, linear formula: -0.6516 %
Delta C/C with one electron held: -0.3308 %
N_T from two-electron reading: 1.0103e+13 cm^-3
N_T from one-electron reading: 2.0207e+13 cm^-3
N_T two-electron, G set to 1: 6.5834e+12 cm^-3
Edge recapture: amplitude factor 1.0004
Edge recapture: fitted rate / e_a 1.0065
Edge recapture: max residual: 0.156 % of start
Assumed site split: 0.02 eV, rate ratio 2.168
Site split: max residual: 3.65 % of start
Field at contact: 0.0654 MV/cm
Tunnelling rate increase, estimate: 2.4 %
Neutral donors at depth 0.12 eV: 1.10 %
Degeneracy measure n/N_c: 5.34e-05
finished without a failed check
```
